\section*{The virial theorem in Hartree–Fock theory and in finite basis sets, part 3}

The problem is how a finite basis changes the value of $2T+V$ required by Hartree--Fock theory. For LiH at 4 bohr, closed-shell calculations gave $+0.096$ hartree in STO-3G and $-0.121$ hartree in cc-pVTZ: the opening puzzle.

Hartree atomic units are used. The energy is $E=T+V$, kinetic plus potential, with $V=V_{ne}+V_{ee}+V_{nn}$ (nuclear attraction, electron repulsion, nuclear repulsion) and $V_{ee}=J-K$ (Coulomb minus exchange). Orbitals $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$ have density $\rho$, coefficients $C$ and overlap matrix $S$; Roothaan solutions satisfy $\langle\chi_\mu|(F-\varepsilon_i)\psi_i\rangle=0$. At fixed nuclei, with a dot for $d/d\lambda$,
\begin{equation}
\frac{dE}{d\lambda}=\sum_i2\,\mathrm{Re}\,\langle\dot\psi_i|F|\psi_i\rangle,\qquad F=h+v_H-\hat k . \label{eq:firstvar}
\end{equation}
Here $h$ is the bare-nucleus operator, $v_H$ the Coulomb potential of $\rho$, $\hat k$ exchange. Atomic determinants of eigenfunctions of $h$ have $2T+V=V_{ee}$.

Scaling, $\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)$, has anti-Hermitian generator $D=\mathbf r\cdot\nabla+\frac32$ and gives $T[\Phi_\lambda]=\lambda^2T[\Phi]$ and, term by term, $V[\Phi_\lambda;R]=\lambda V[\Phi;\lambda R]$. For atoms
\begin{equation}
W(\lambda)\equiv E[\Phi_\lambda]=\lambda^2T+\lambda V,\qquad W'(\lambda)=2\lambda T+V, \label{eq:Watom}
\end{equation}
\begin{equation}
\lambda_0=-\frac{V}{2T},\qquad W(\lambda_0)=\frac{V^2}{4T}-\frac{V^2}{2T}=-\frac{V^2}{4T}. \label{eq:lam0}
\end{equation}
\begin{equation}
W(1)-W(\lambda_0)=T+V+\frac{V^2}{4T}=\frac{4T^2+4TV+V^2}{4T}=\frac{(2T+V)^2}{4T}. \label{eq:gain}
\end{equation}
Without basis restriction, atoms obey
\begin{equation}
2T+V=0 . \label{eq:atom}
\end{equation}
Diatomics, with nucleus $A$ at the origin, $B$ (potential $v_B$) at $R\,\mathbf e_z$, and $E'=dE/dR$, obey
\begin{equation}
2T+V=-R\,\frac{dE}{dR}. \label{eq:diatomic}
\end{equation}
\begin{equation}
2T+V=-R\,g,\qquad g\equiv\int\rho\,\frac{\partial v_B}{\partial R}\,d^3r+\frac{dV_{nn}}{dR}. \label{eq:g}
\end{equation}
\begin{equation}
T=-E-RE',\qquad V=2E+RE' . \label{eq:TVcurve}
\end{equation}
\begin{equation}
-\frac VT=2+\frac{RE'}{T}. \label{eq:ratio}
\end{equation}

Normalized Gaussians (exponent $\alpha$, centre $\mathbf A$, $\mathbf u=\mathbf r-\mathbf A$, normalization $\mathcal N_l$) obey
\begin{equation}
\lambda^{3/2}\chi(\lambda\mathbf r;\alpha,\lambda\mathbf A)=\lambda^{3/2+l}\mathcal N_l(\alpha)\,u^lY_{lm}(\hat{\mathbf u})\,e^{-\lambda^2\alpha u^2}=\chi(\mathbf r;\lambda^2\alpha,\mathbf A). \label{eq:basisscale}
\end{equation}
For orthonormal curves $C(p)$ through a solution $C_0$ at $p_0$, with energy $\mathcal E$ and $L=\mathcal E-\sum_i\varepsilon_i(c_i^\dagger S(p)c_i-1)$ at frozen $\varepsilon_i$,
\begin{equation}
\left.\frac{d}{dp}\mathcal E(C(p);p)\right|_{p_0}=\left.\frac{\partial L}{\partial p}\right|_{C_0,\,p_0}. \label{eq:lemma}
\end{equation}
$E(R,\lambda)$ is the self-consistent energy with all exponents multiplied by $\lambda^2$:
\begin{equation}
\delta\equiv2T+V+R\,\frac{\partial E}{\partial R}=\left.\frac{\partial E}{\partial\lambda}\right|_{\lambda=1}. \label{eq:defect}
\end{equation}
\begin{equation}
T=\delta-E-RE',\qquad V=2E+RE'-\delta , \label{eq:Tdelta}
\end{equation}
The theorem holds if and only if
\begin{equation}
\frac{\partial E}{\partial\lambda}=0 . \label{eq:condition}
\end{equation}
Its solution $\lambda^*$ gives
\begin{equation}
\frac{d}{dR}E(R,\lambda^*(R))=\frac{\partial E}{\partial R}+\frac{\partial E}{\partial\lambda}\,\frac{d\lambda^*}{dR}=\frac{\partial E}{\partial R}, \label{eq:optcurve}
\end{equation}
and, for atomic minima,
\begin{equation}
E(\lambda^*)\le E(\lambda_0)\le W(\lambda_0)\le W(1)=E(1). \label{eq:order}
\end{equation}

\subsection{Which slope enters}

The derivative in \eqref{eq:defect} is the slope of the computed curve, along which the basis functions follow the nuclei. It is not the Hellmann--Feynman slope. To separate the two, let the functions belonging to atom $B$ sit at $b\,\mathbf e_z$ independently of the nucleus at $R\,\mathbf e_z$, with energy $E(R;b)$. At fixed $b$ the overlap matrix does not depend on $R$, and in $\mathcal E$ only $v_B$ and $V_{nn}$ do, so \eqref{eq:lemma} with $p=R$ gives $\partial E/\partial R|_b=g$. Along the computed curve $b=R$, and the chain rule gives
\begin{equation}
E'=g+P,\qquad P=\left.\frac{\partial E(R;b)}{\partial b}\right|_{b=R}. \label{eq:pulay}
\end{equation}
The Pulay term $P$ measures how much the energy would change if the basis centre slid off the nucleus. Substituting $E'=g+P$ in \eqref{eq:defect},
\begin{equation}
2T+V+Rg=\delta-RP . \label{eq:hfdefect}
\end{equation}
With an optimal scale factor, $\delta=0$, the form \eqref{eq:g} still fails by $-RP$. It is restored if the energy is stationary with respect to the centre $b$ as well. The value of $g$ in a finite basis refers to the nucleus that is moved; here it is $B$, with $A$ at the centre of scaling.

\subsection{Why enlarging a linear space does not enforce the theorem}

For an atom the defect can be written as a residual. Along the scaling curve $\dot\psi_i=D\psi_i$, so \eqref{eq:firstvar} and \eqref{eq:Watom} give $2T+V=\sum_i2\,\mathrm{Re}\langle D\psi_i|F|\psi_i\rangle$. Because $D$ is anti-Hermitian, $\mathrm{Re}\langle D\psi_i|\psi_i\rangle=0$, and $\varepsilon_i$ times this zero may be subtracted. Let $\mathcal P$ be the orthogonal projector on the span of the basis. The Roothaan equations state that $\langle\chi_\mu|(F-\varepsilon_i)\psi_i\rangle=0$ for all $\mu$, so the residual $(F-\varepsilon_i)\psi_i$ is orthogonal to the span, and the component $\mathcal PD\psi_i$ contributes nothing:
\begin{equation}
2T+V=2\sum_i\mathrm{Re}\langle D\psi_i|(F-\varepsilon_i)\psi_i\rangle=2\sum_i\mathrm{Re}\langle(1-\mathcal P)D\psi_i|(F-\varepsilon_i)\psi_i\rangle . \label{eq:residual}
\end{equation}
The defect is the overlap of two functions that lie outside the basis: the part of the scaling direction that the basis cannot represent, and the failure of the orbital to solve the differential equation. It vanishes if every $D\psi_i$ lies in the span, if the residuals vanish, or if the sum of overlaps is zero, and optimizing $\lambda$ arranges the last.

The first possibility would be guaranteed in advance by a basis whose span is mapped into itself by $D$. No finite-dimensional space of square-integrable, differentiable functions has this property. On such a space $D$ would be a finite matrix and would have an eigenvector, $Df=\mu f$ with $f\neq0$ and $\mu$ complex. Since $\mathbf r\cdot\nabla=r\,\partial/\partial r$, this reads $r\,\partial f/\partial r=(\mu-\frac32)f$ along each ray from the origin, with solution $f=r^{\mu-3/2}\gamma(\hat{\mathbf r})$. Its squared norm is $\int|\gamma|^2d\Omega\int_0^\infty r^{2\mathrm{Re}\mu-3}r^2dr$, and $\int_0^\infty r^{2\mathrm{Re}\mu-1}dr$ diverges at infinity for $\mathrm{Re}\,\mu\ge0$ and at the origin for $\mathrm{Re}\,\mu\le0$. For a Gaussian the obstruction is explicit: $D\,e^{-\alpha r^2}=(\frac32-2\alpha r^2)e^{-\alpha r^2}$ needs the function $r^2e^{-\alpha r^2}$, whose image needs $r^4e^{-\alpha r^2}$, without end. Linear variation in a finite basis therefore carries no guarantee of the theorem, and \eqref{eq:condition} is a condition on a non-linear parameter.

In a sequence of growing bases the defect does tend to zero, provided the orbitals and their gradients converge in the mean-square sense to those of an exact solution. Then $T$ and $V$ converge to values that satisfy \eqref{eq:atom}; for a molecule the slope must converge too. Nothing in \eqref{eq:defect} makes the approach monotonic or fixes the sign.

\subsection{Worked example: the lithium atom}

All energies are in hartree. Six decimals are kept so that the identities can be checked; they are properties of the stated basis sets and do not measure the accuracy of the model. The numerical check computes $T$ and $V$ from integrals and the slopes $\partial E/\partial R$ and $\partial E/\partial\lambda$ from finite differences of self-consistent energies, and it tests \eqref{eq:defect} to $2\times10^{-6}$ hartree for Li in STO-3G and for LiH in both bases. It also tests \eqref{eq:basisscale} pointwise and the scaling laws term by term: at $\lambda=1.3$ the ratio is $1.69=1.3^2$ for $T$ and $1.3$ for each of $V_{ne}$, $J$, $K$ and $V_{nn}$.

For Li at the unrestricted Hartree--Fock level in STO-3G, $T=7.429424$, $V=-14.744950$ and $E=-7.315526$. The defect is
\begin{equation}
\delta=2(7.429424)-14.744950=14.858848-14.744950=0.113898 , \label{eq:Lidefect}
\end{equation}
and $-V/T=1.984669$. The slope $\partial E/\partial\lambda$ from energies alone is $0.113898$, and the residual formula \eqref{eq:residual} gives the same number, with the part of $D\psi_i$ inside the basis contributing nothing beyond round-off. The part outside is large: $\sum_i\|(1-\mathcal P)D\psi_i\|^2=2.7146$.

The positive defect calls for expansion. With frozen coefficients, \eqref{eq:lam0} gives $\lambda_0=14.744950/14.858848=0.992335$, and \eqref{eq:gain} predicts a gain of $(0.113898)^2/(4\times7.429424)=0.012973/29.717696=0.000437$, in agreement with the directly computed energy $-7.315963$. With relaxed coefficients, $\lambda^*=0.991803$ and $E=-7.315993$, a gain of $0.000467$, in the order required by \eqref{eq:order}. At $\lambda^*$, $T=7.315993$ and $V=-14.631986$, so that $T=-E$ and $-V/T=2.000000$. By \eqref{eq:Tdelta} the kinetic energy has changed by $-0.113898+0.000467=-0.113431$, about 240 times the change in the energy.

A sequence of $N$ uncontracted $s$ Gaussians with exponents $0.01\times2^k$ bohr$^{-2}$, $k=0,\dots,N-1$, shows the approach to completeness without any optimization:
\begin{center}
\begin{tabular}{ccc}
$N$ & $E$ & $2T+V$\\
10 & $-7.073350$ & $-8.10\times10^{-1}$\\
18 & $-7.432601$ & $-4.46\times10^{-4}$\\
26 & $-7.432751$ & $-7.6\times10^{-8}$
\end{tabular}
\end{center}
The defects in the table are for fully converged orbitals. The defect is first order in the orbital error, so at an orbital-gradient threshold of $10^{-6}$ the last entry is lost in noise and comes out as $+5.5\times10^{-8}$; the test requires only that the magnitudes decrease and that the last lie below $10^{-4}$. The negative values mean that these bases would lower their energy by contracting. A heuristic estimate, offered as a conjecture, accounts for the size at $N=18$. If the energy error comes from the cusp region of radius $a\sim\alpha_{\max}^{-1/2}$, inside which the orbital gradient is wrong by a finite amount, the error scales as the volume $a^3\propto\lambda^{-3}$, and its derivative is $-3$ times the error. Relative to $N=26$ the error at $N=18$ is $0.000150$, and $-3\times0.000150=-4.5\times10^{-4}$, close to the computed defect. At $N=10$ the same rule gives $-1.08$ against $-0.81$, so it is at best asymptotic.

These numbers contain a warning. For $N=26$, \eqref{eq:Tdelta} gives $T=7.432751$. Relative to this value, the unscaled STO-3G kinetic energy $7.429424$ is low by $0.0033$, and the scaled one, $7.315993$, is low by $0.1168$. Enforcing the theorem made the energy slightly better and the kinetic energy much worse. Equation \eqref{eq:Tdelta} explains this: the error in $T$ is $\delta$ minus the error in $E$. In the unscaled basis the energy error of $0.1172$ relative to $N=26$ is nearly cancelled by $\delta=0.1139$. Once $\delta=0$, the kinetic energy inherits the full error of the energy.

\subsection{Worked example: LiH}

For restricted Hartree--Fock at $R=4$ bohr, with Li at the origin and $V_{nn}=3/4=0.75$, STO-3G gives $E=-7.817840$, $T=7.914048$, $V=-15.731888$ and $E'=0.061388$ hartree/bohr. Then $2T+V=15.828096-15.731888=0.096208$, while the theorem would require $-RE'=-0.245551$. The defect is $0.096208+0.245551=0.34176$, or 4.3\% of $T$, and the independent slope $\partial E/\partial\lambda$ is $0.341758$. In cc-pVTZ, $E=-7.967872$, $T=7.846837$, $V=-15.814709$ and $E'=0.029983$ hartree/bohr, so $2T+V=15.693674-15.814709=-0.121035$ against $-RE'=-0.119932$. The defect is $-0.00110$, or $1.4\times10^{-4}$ of $T$ in magnitude, and again equals $\partial E/\partial\lambda$. This resolves the opening puzzle. In cc-pVTZ about 99\% of $2T+V$ is the virial of the force on the stretched bond. In STO-3G a positive basis defect of $0.342$ outweighs a force term of $-0.246$ and reverses the sign. Judged by the distance of $-V/T$ from 2, the smaller basis, with $1.9878$, would look better than the larger one, with $2.0154$, although its defect is some 300 times greater. Two limits apply to these numbers. In STO-3G the restricted solution becomes unstable towards an unrestricted one at 3.84 bohr, so at 4 bohr it is a saddle point, 0.0014 above the unrestricted solution, whose slope is smaller; the theorem needs only stationarity and applies to it unchanged, and all LiH values here refer to the restricted branch. In cc-pVTZ the restricted solution is stable up to about 4.29 bohr. The cc-pVTZ values are not the Hartree--Fock limit: cc-pVQZ raises $T$ by $0.0023$, gives $2T+V=-0.1191$ and a defect of $+0.0008$, opposite in sign, and leaves $E'$ at $0.0300$ hartree/bohr.

Solving \eqref{eq:condition} for STO-3G from energies alone gives $\lambda^*=0.977206$, which multiplies every exponent by $\lambda^{*2}=0.9549$. The energy becomes $-7.821742$, lower by $0.003902$. If $E(\lambda)$ were exactly quadratic, its slope would fall linearly from $\delta$ to zero and the gain would be $\frac12\delta(1-\lambda^*)=\frac12(0.341758)(0.022794)=0.003895$, within $10^{-5}$ of the computed gain. At $\lambda^*$, $T=7.594301$, $V=-15.416043$ and $E'=0.056860$ hartree/bohr; the same slope is obtained at fixed $\lambda^*$ and along the re-optimized curve, as \eqref{eq:optcurve} requires. Now
\begin{equation}
2T+V=15.188602-15.416043=-0.227441\ \text{hartree}=-6.189\ \text{eV}, \label{eq:LiHopt}
\end{equation}
and $-RE'=-4(0.056860)=-0.22744$. Equation \eqref{eq:TVcurve} recovers the parts from the curve: $-E-RE'=7.821742-0.227441=7.594301$ and $2E+RE'=-15.643484+0.227441=-15.416043$. The ratio is $-V/T=2+0.227441/7.594301=2.029949$, above 2 as \eqref{eq:ratio} demands for $E'>0$.

The Hellmann--Feynman slope for moving the proton is $g=0.061902$ hartree/bohr, so $P=E'-g=-0.00504$ hartree/bohr. Equation \eqref{eq:hfdefect} with $\delta=0$ gives $2T+V+Rg=-RP=4(0.00504)=0.0202$, which is 9\% of $|2T+V|$. The theorem holds at $\lambda^*$ with the slope of the curve and fails with the electrostatic slope. In the unscaled bases $P$ is $-0.006162$ hartree/bohr for STO-3G and $+0.000422$ hartree/bohr for cc-pVTZ.

The warning found for the atom recurs. Relative to the cc-pVTZ kinetic energy, the unscaled STO-3G value is high by $0.0672$ and the scaled value is low by $0.2525$ (both differences shift by $0.002$ if cc-pVQZ is the reference). By \eqref{eq:Tdelta} the latter difference is composed of $-0.1461$ from the difference in $E$, $-0.1075$ from the difference in $RE'$, and $+0.0011$ from the remaining defect of the larger basis. The scaled minimal basis is internally consistent with its own potential curve, and that curve lies too high and is nearly twice as steep at 4 bohr as the cc-pVTZ one.

Making the STO-3G energy stationary in both $R$ and $\lambda$ gives $R_e=2.8675$ bohr $=1.5174$ \AA, $\lambda^*=0.99187$, $E=-7.863848$, $T=7.863848$, $V=-15.727696$ and $-V/T=2.000000$. The optimal scale differs from its value at 4 bohr, so no single rescaled STO-3G basis satisfies the theorem at both geometries. Between this stationary point and 4 bohr, on the optimized curve, the energy rises by $0.042106$, the kinetic energy changes by $7.594301-7.863848=-0.269547$ and the potential energy by $+0.311653$. Equation \eqref{eq:TVcurve} gives the kinetic change as $-0.042106-0.227441=-0.269547$: in this model the fall in $T$ on stretching is more than six times the rise in $E$, and most of it is the term $RE'$. The magnitudes are those of the minimal basis: cc-pVTZ gives $R_e=3.038$ bohr, a rise in $E$ of $0.0188$ and a fall in $T$ of $0.135$ between $R_e$ and 4 bohr, a ratio of about seven.

\section*{Computed values}
\begin{verbatim}
lam=1.3: ratios T,Vne,J,K,Vnn = 1.690000 1.300000 1.300000 1.300000 1.300000
--- Li atom, UHF/STO-3G
E(lam=1) = -7.315526 Eh
T = 7.429424 Eh
V = -14.744950 Eh
2T+V = 0.113898 Eh
dE/dlam = 0.113898 Eh
-V/T = 1.984669 
residual formula = 0.113898 Eh
|part from inside basis| = 3e-16 Eh
sum |D phi outside basis|^2 = 2.7146 
frozen lam0=-V/2T = 0.992335 
frozen E = -7.315963 Eh
lam* = 0.991803 
E(lam*) = -7.315993 Eh
T(lam*) = 7.315993 Eh
V(lam*) = -14.631986 Eh
-V/T(lam*) = 2.000000 
--- Li, N s Gaussians, exponents 0.01*2^k bohr^-2
N=10: E = -7.073350 Eh, 2T+V = -8.10e-01 Eh
N=18: E = -7.432601 Eh, 2T+V = -4.45e-04 Eh
N=26: E = -7.432751 Eh, 2T+V = 5.51e-08 Eh
bare-nucleus orbitals: 2T+V = 3.0684 Eh, Vee = 3.0684 Eh
--- LiH, RHF, R = 4.0 bohr, Vnn = 0.750000 Eh
sto-3g: E = -7.817840, T = 7.914048, V = -15.731888 Eh
  2T+V = 0.096208 Eh, dE/dR = 0.061388 Eh/bohr, -R dE/dR = -0.245551 Eh
  2T+V+R dE/dR = 0.341758 Eh, dE/dlam = 0.341758 Eh
  Pulay term = -0.006162 Eh/bohr
cc-pvtz: E = -7.967872, T = 7.846837, V = -15.814709 Eh
  2T+V = -0.121035 Eh, dE/dR = 0.029983 Eh/bohr, -R dE/dR = -0.119932 Eh
  2T+V+R dE/dR = -0.001102 Eh, dE/dlam = -0.001102 Eh
  Pulay term = 0.000422 Eh/bohr
--- LiH, STO-3G with optimal scale, same R
lam* = 0.977206 
E = -7.821742 Eh
T = 7.594301 Eh
V = -15.416043 Eh
dE/dR fixed lam* = 0.056860 Eh/bohr
dE/dR along lam*(R) = 0.056860 Eh/bohr
2T+V = -0.227441 Eh = -6.1890 eV
-R dE/dR = -0.227441 Eh
-V/T = 2.029949 
-E-R dE/dR = 7.594301 Eh
2E+R dE/dR = -15.416043 Eh
Hellmann-Feynman slope = 0.061902 Eh/bohr
Pulay term = -0.005041 Eh/bohr
2T+V+R*(Hellmann-Feynman slope) = 0.020165 Eh
--- LiH, STO-3G, stationary in R and lam
Re = 2.8675 bohr = 1.5174 Angstrom, lam* = 0.99187
E = -7.863848, T = 7.863848, V = -15.727696 Eh, -V/T = 2.000000
\end{verbatim}
